# Maximum Equilibrium Depletion Width in p-Type Silicon at Strong Inversion

## The problem

A silicon crystal is uniformly doped with \(N_A=10^{16}\ \mathrm{cm^{-3}}\) acceptors and held at 300 K. A positive gate, separated from the silicon by an insulator, drives holes away from the surface. Calculate the maximum equilibrium width of the depleted layer, taking strong inversion to begin when the surface potential is twice the bulk Fermi potential.

Use a relative permittivity of 11.7 and an intrinsic carrier density \(n_i=1.0\times10^{10}\ \mathrm{cm^{-3}}\), both rough typical values for silicon. The surface is flat and wide, so that everything depends on the depth \(x\) alone, with \(x=0\) at the surface and \(x\) increasing into the silicon.

## A tempting solution

The bulk Fermi potential is

\[
\phi_F=\frac{kT}{q}\ln\frac{N_A}{n_i}=0.3572\ \mathrm{V},
\]

so the depleted layer must support \(2\phi_F=0.7143\ \mathrm{V}\). A layer of width \(W\) contains the acceptor charge \(qN_AW\) per unit area. By Gauss's law this charge produces the field

\[
E=\frac{qN_AW}{\varepsilon_s},
\]

where \(\varepsilon_s\) is the permittivity of silicon. Voltage is field times distance, hence

\[
2\phi_F=EW=\frac{qN_AW^2}{\varepsilon_s},
\qquad
W=\sqrt{\frac{2\varepsilon_s\phi_F}{qN_A}}\approx 215\ \mathrm{nm}.
\]

The units are right and the size is plausible, but the answer is wrong.

## Where it fails

The field \(qN_AW/\varepsilon_s\) exists at the surface, not throughout the layer. In a parallel-plate capacitor the charge sits on the plates and the field between them is uniform. Here the charge is spread through the layer itself. A plane at depth \(x\) has only the charge between \(x\) and \(W\) beneath it, so the field there is \(qN_A(W-x)/\varepsilon_s\). It falls linearly to zero at \(x=W\), and its average is half the surface value. The voltage is therefore \(EW/2\), and the width was underestimated by a factor \(\sqrt2\).

A different mistake leads to the same 215 nm: using the correct voltage \(EW/2\), but stopping at a surface potential \(\phi_F\). At that point the surface is merely intrinsic, as the carrier densities below show.

## The right solution

**The bulk Fermi potential.** Define \(q\phi_F\) as the energy by which the intrinsic level lies above the Fermi level in the neutral bulk. With Boltzmann statistics and \(V_t=kT/q\), the bulk densities of holes and electrons are

\[
p_0=n_ie^{\phi_F/V_t},\qquad n_0=n_ie^{-\phi_F/V_t}.
\]

If all acceptors are ionized, neutrality requires \(p_0-n_0=N_A\), or \(2n_i\sinh(\phi_F/V_t)=N_A\). Since \(N_A\) is a million times \(n_i\), the electron term is negligible and

\[
\phi_F=V_t\ln\frac{N_A}{n_i}
=0.025852\times13.8155\ \mathrm{V}=0.3572\ \mathrm{V}.
\]

**The inversion criterion.** Let \(\psi(x)\) be the electrostatic potential measured from the neutral bulk. A positive \(\psi\) lowers the electron energies by \(q\psi\). In equilibrium the Fermi level is the same at all depths, so

\[
n(x)=n_0e^{\psi/V_t},\qquad p(x)=p_0e^{-\psi/V_t}.
\]

At surface potential \(\psi_s=\phi_F\) both surface densities equal \(n_i\). At \(\psi_s=2\phi_F\),

\[
n(0)=n_ie^{-\phi_F/V_t}e^{2\phi_F/V_t}=n_ie^{\phi_F/V_t}=p_0 .
\]

The surface then has as many electrons per unit volume as the bulk has holes. This is the stated onset of strong inversion.

**The potential in the layer.** The depletion approximation neglects both mobile carriers for \(0<x<W\) and takes the silicon beyond \(W\) to be neutral. The charge density in the layer is \(-qN_A\), so Poisson's equation, \(\psi''=-\rho/\varepsilon_s\), becomes

\[
\frac{d^2\psi}{dx^2}=\frac{qN_A}{\varepsilon_s}.
\]

The field vanishes at the edge of the neutral bulk, so \(\psi'(W)=0\). One integration gives

\[
\frac{d\psi}{dx}=-\frac{qN_A}{\varepsilon_s}(W-x).
\]

The field \(E=-d\psi/dx\) is positive: it points from the gate into the silicon. A second integration, with \(\psi(W)=0\), gives

\[
\psi(x)=\frac{qN_A}{2\varepsilon_s}(W-x)^2 .
\]

Setting \(\psi(0)=2\phi_F\) and solving for the width,

\[
2\phi_F=\frac{qN_AW^2}{2\varepsilon_s}
\quad\Longrightarrow\quad
W_{\max}=\sqrt{\frac{4\varepsilon_s\phi_F}{qN_A}} .
\]

**The number.** With \(\varepsilon_s=1.0359\times10^{-12}\ \mathrm{F/cm}\),

\[
W_{\max}=\sqrt{\frac{4(1.0359\times10^{-12})(0.3572)}
{(1.60218\times10^{-19})(10^{16})}}\ \mathrm{cm}
=3.04\times10^{-5}\ \mathrm{cm}.
\]

The requested width is **304 nm, or 0.304 µm**.

The acceptor charge has magnitude \(qN_AW_{\max}=0.0487\ \mathrm{\mu C/cm^2}\), and the surface field is 0.0470 MV/cm. Half the product of surface field and width is

\[
\tfrac12(4.70\times10^4\ \mathrm{V/cm})(3.039\times10^{-5}\ \mathrm{cm})
=0.714\ \mathrm{V},
\]

which recovers \(2\phi_F\). The tempting solution fails this check.

## What the mobile carriers change

The depletion approximation has a sharp edge and no electrons, although the criterion itself puts \(10^{16}\) electrons per cubic centimetre at the surface. Their effect can be found by restoring both carriers in Poisson's equation.

Write \(u=\psi/V_t\) and \(r=n_0/p_0\). Since \(N_A=p_0-n_0\), the charge density is

\[
\rho=q(p-n-N_A)
=-qp_0\left[(1-e^{-u})+r(e^u-1)\right].
\]

The first term is the charge left by missing holes, and the second is the charge of added electrons. With the Debye length \(L_D=\sqrt{\varepsilon_sV_t/(qp_0)}\), here 40.88 nm, Poisson's equation reads

\[
L_D^2u''=(1-e^{-u})+r(e^u-1).
\]

Multiply by \(u'\). The left side becomes the derivative of \(L_D^2u'^2/2\). Integrating from the bulk, where \(u=u'=0\), gives

\[
L_D^2u'^2=F^2(u),\qquad
F^2=2\left[u-1+e^{-u}+r(e^u-1-u)\right].
\]

Because \(u\) decreases with depth, \(L_Du'=-F\). By Gauss's law the total charge per area in the silicon has magnitude

\[
Q=\varepsilon_sE(0)=\frac{\varepsilon_sV_t}{L_D}F(u_s)=qp_0L_DF(u_s),
\]

where \(u_s=\psi_s/V_t\).

Well below threshold, but with \(u_s\gg1\), the electron term is small and \(F^2\approx2(u_s-1)\). The gradual hole edge then acts as if the surface potential were smaller by \(kT/q\). At threshold, \(r=e^{-u_s}\), and the bracket simplifies:

\[
F^2=2\left[u_s-1+r+1-r-ru_s\right]=2u_s(1-r).
\]

The electrons have cancelled the \(-1\) due to the hole edge. Substitution gives

\[
Q^2=q^2p_0^2\,\frac{\varepsilon_sV_t}{qp_0}\,2u_s(1-r)
=2q\varepsilon_sN_A\psi_s,
\]

because \(p_0(1-r)=N_A\) and \(V_tu_s=\psi_s\). This is the square of \(qN_AW_{\max}\). Within Boltzmann statistics and full ionization, the simple formula therefore gives the total threshold charge exactly, provided \(\phi_F\) is taken from the full neutrality condition.

The division of that charge is different. A finite-difference solution of the full equation gives a total charge equivalent to 303.93 nm of acceptors; halving the mesh spacing changes this by 0.003 nm. Missing holes account for 298.3 nm. The remainder is the charge of \(5.66\times10^9\) electrons per square centimetre.

That electron number can be estimated. Near the surface \(\psi\) falls by \(E(0)x\), so the electron density decays over a distance \(V_t/E(0)\). This gives

\[
N_e\approx\frac{n(0)V_t}{E(0)}
=\frac{10^{16}\times0.025852}{4.70\times10^4}\ \mathrm{cm^{-2}}
=5.5\times10^9\ \mathrm{cm^{-2}}.
\]

It is slightly low because the field weakens with depth and the true decay is slower.

## In what sense is the width a maximum?

Nothing stops abruptly at \(2\phi_F\). Define the hole-depleted thickness as the depth of a completely hole-free layer with the same number of missing holes:

\[
W_h=\int_0^\infty(1-e^{-u})\,dx
=L_D\int_0^{u_s}\frac{1-e^{-u}}{F(u)}\,du .
\]

The second form uses \(dx=-L_D\,du/F\). If the surface potential rises slightly, the missing-hole charge grows as

\[
\frac{dQ_h}{du_s}=qp_0L_D\frac{1-e^{-u_s}}{F(u_s)} .
\]

Differentiating \(F^2\) gives \(FF'=(1-e^{-u_s})+r(e^{u_s}-1)\). The rest of the increase in \(Q\) therefore belongs to electrons:

\[
\frac{dQ_e}{du_s}=qp_0L_D\frac{r(e^{u_s}-1)}{F(u_s)} .
\]

Since \(e^{u_s}-1=e^{u_s}(1-e^{-u_s})\), the ratio is

\[
\frac{dQ_e}{dQ_h}=re^{u_s}=\frac{n(0)}{p_0}.
\]

This gives the criterion a direct meaning. At \(\psi_s=\phi_F\), about one part in a million of any added charge goes to electrons. At \(2\phi_F\), electrons and missing holes share it equally. Above that point the ratio of added electrons to added missing holes keeps rising exponentially with \(\psi_s\), so the electrons' share of the added charge approaches one.

The calculated values, with doping and temperature fixed, are:

| \(\psi_s-2\phi_F\) (V) | \(W_h\) (nm) | Electrons (cm⁻²) |
|---|---|---|
| 0 | 298.3 | \(5.66\times10^9\) |
| 0.1 | 316.4 | \(1.95\times10^{11}\) |
| 0.2 | 322.8 | \(2.46\times10^{12}\) |

The first extra 0.1 V still widens the layer by 18 nm, but it adds about ten electrons for each additional missing hole. The next 0.1 V widens it by 6 nm and adds about 350 electrons per missing hole. The gate supplies charge to balance both, so further gate charge is met mostly by electrons and the layer grows little.

The growth has a finite limit in this model. When electrons dominate, \(F^2\approx2re^u\), and the thickness still to be gained above a given \(u_s\) is

\[
\Delta W_h\approx L_D\int_{u_s}^{\infty}\frac{e^{-u/2}}{\sqrt{2r}}\,du
=\sqrt2\,L_D\,e^{-(\psi_s-2\phi_F)/(2V_t)} .
\]

The last step uses \(r=e^{-2\phi_F/V_t}\). At 0.2 V above threshold this gives 1.2 nm, in agreement with the computed limit of 324.0 nm. That limit is 6.6% above the simple 304 nm. Thus \(W_{\max}\) is the width at a conventional threshold, close to the ceiling but not a strict upper bound.

The exact value of this ceiling depends on Boltzmann statistics. At 0.2 V above threshold the surface electron density is already \(2.3\times10^{19}\ \mathrm{cm^{-3}}\), comparable with the effective density of states of silicon's conduction band, so those statistics are reaching their limit.

The full equation was also solved numerically at 0.1 V below threshold, at threshold and 0.1 V above it. In all three cases the total charge and \(W_h\) agreed with the integral formulas to within 0.1%.

## Other dopings and loss of equilibrium

At fixed temperature and \(n_i\), the formula gives

\[
W_{\max}\propto\sqrt{\frac{\ln(N_A/n_i)}{N_A}} .
\]

Raising \(N_A\) tenfold to \(10^{17}\ \mathrm{cm^{-3}}\) multiplies the logarithm by \(7/6\), so the width becomes \(304\sqrt{7/60}=104\) nm. The larger \(\phi_F\) only slightly offsets the denser charge.

Equilibrium is essential to the result. Suppose the electrons at the surface are connected to a contact held at a reverse bias \(V_R\) relative to the bulk. Their Fermi level is lowered by \(qV_R\), so their density becomes \(n_0e^{(\psi-V_R)/V_t}\). Reaching \(n(0)=p_0\) now requires \(\psi_s=2\phi_F+V_R\), and in the depletion approximation

\[
W=\sqrt{\frac{2\varepsilon_s(2\phi_F+V_R)}{qN_A}} .
\]

For \(V_R=1\) V this is \(304\sqrt{1.7143/0.7143}=471\) nm.

The equilibrium width can also be exceeded if the gate voltage rises faster than electrons can be generated or supplied. With no inversion layer to take up the new charge, the depleted layer keeps widening. This is deep depletion. Its surface field is proportional to \(W\), so a cautious breakdown field of 0.3 MV/cm would be reached at about 2 µm. At this doping, avalanche breakdown in a flat layer typically needs a field nearer 0.4 MV/cm, which corresponds to about 2.6 µm.

## How well does 304 nm describe silicon?

The parameters are realistic for a lightly doped silicon substrate, but the third digit reflects the chosen inputs rather than the accuracy of the model. The following changes are relative to 304 nm, with all other inputs fixed unless stated.

- **Intrinsic density.** Using \(1.5\times10^{10}\ \mathrm{cm^{-3}}\) gives 299 nm, a fall of 1.5%. The sensitivity is weak because \(n_i\) enters through a logarithm under a square root.
- **Temperature.** At 400 K, scaling \(n_i\) as \(T^{3/2}e^{-E_g/(2kT)}\) with a rough extrapolated gap \(E_g=1.2\) eV gives \(5.1\times10^{12}\ \mathrm{cm^{-3}}\). The logarithm falls by more than \(kT/q\) rises, so \(\phi_F\) drops to 0.261 V and the width to 260 nm, a fall of 14.5%.
- **Incomplete ionization.** If the acceptors are boron, with a rough level 0.045 eV above the valence band, a degeneracy of 4 and a valence-band density of states of \(3\times10^{19}\ \mathrm{cm^{-3}}\), about 0.75% are neutral in the bulk; an older value near \(1\times10^{19}\ \mathrm{cm^{-3}}\) would give about 2%. The resulting change in \(\phi_F\) reduces the width by 0.03% in the first case, and the total threshold charge changes by no more than about 0.1% in either. In the depleted layer there are fewer holes to capture, so the neutral fraction is smaller still.
- **Electron confinement.** The surface field forms a narrow well for electrons. For a (100) surface, a triangular-well estimate puts the lowest level 23 meV above the band edge. Adding all of this to the bending would widen the layer by 1.6%. This overstates the effect, because at 300 K classical electrons also have thermal energy above the band edge at the surface, and the confined electrons occupy many levels. It is not a corrected threshold.
- **High fields.** The surface field is about 16% of the rough breakdown field and 5% of a rough 1 MV/cm scale for band-to-band tunnelling. Neither process is expected to limit the layer at threshold.

In a transistor the doping may vary with depth, and the source and drain make the geometry more than one-dimensional. If the channel is not much longer than 304 nm, the depleted regions of the source and drain overlap a substantial part of the layer under the gate, and a single width no longer describes it. The size of that change depends on the device geometry and is not determined here. For a wide, uniformly doped capacitor at 300 K in equilibrium, the estimates above support a width of about 0.3 µm. The numerical output below gives the values in more detail.

## Calculated quantities

```
Temperature: 300 K
Acceptor density: 1.00e+16 cm^-3
Intrinsic density, rough input: 1.00e+10 cm^-3
Relative permittivity, rough input: 11.7 (no unit)
Silicon permittivity: 1.0359e-12 F/cm
Elementary charge: 1.60218e-19 C
Thermal voltage kT/q: 0.025852 V
ln(N_A/n_i): 13.8155 (no unit)
Bulk Fermi potential: 0.3572 V
Surface potential at threshold: 0.7143 V
Depletion width: 303.9 nm = 0.304 um
Depletion charge magnitude: 0.0487 uC/cm2
Acceptors per area: 3.039e+11 cm^-2
Surface field: 0.0470 MV/cm
Debye length: 40.88 nm
Full Poisson total-charge width: 303.93 nm
Full Poisson missing-hole width: 298.27 nm
Total-width shift on halving mesh: 0.00307 nm
Largest potential error of parabola: 20.01 mV
Extra bending 0.0 V: hole width 298.3 nm
  electron sheet density: 5.66e+09 cm^-2
  surface electron density: 1.00e+16 cm^-3
Extra bending 0.1 V: hole width 316.4 nm
  electron sheet density: 1.95e+11 cm^-2
  surface electron density: 4.79e+17 cm^-3
Extra bending 0.2 V: hole width 322.8 nm
  electron sheet density: 2.46e+12 cm^-2
  surface electron density: 2.29e+19 cm^-3
Classical ceiling of hole width: 324.0 nm
Ceiling above simple width: 6.6 %
Alternative intrinsic density: 1.50e+10 cm^-3
Width with that density: 299.4 nm
Width change: -1.48 %
Hot temperature: 400 K
Extrapolated gap, rough input: 1.2 eV
Hot intrinsic density: 5.10e+12 cm^-3
Hot bulk Fermi potential: 0.2613 V
Hot depletion width: 260.0 nm
Hot width change: -14.5 %
Valence-band density, rough input: 3.0e+19 cm^-3
Boron level, rough input: 0.045 eV
Boron level degeneracy: 4 (no unit)
Neutral boron fraction in bulk: 0.75 %
Width change from bulk ionization: -0.027 %
Electron normal mass, rough input: 0.92 m_e
Triangular-well ground level: 22.7 meV
Width change if added to bending: 1.58 %
Rough breakdown field: 0.3 MV/cm
Surface/breakdown field: 0.157 (no unit)
Rough tunnelling field: 1.0 MV/cm
Surface/tunnelling field: 0.047 (no unit)
```
